Steady recombination of oppositely charged vacancies and interstitials

Irradiation of a silicon crystal knocks atoms off their sites and leaves vacancies V and self-interstitials I. Close pairs soon vanish. The defects that escape their original partners wander through the crystal, and some later meet a stranger of the other kind and annihilate. If the two carry opposite charges, they attract each other over many lattice spacings. How much faster do they then disappear?

The loss is described by a coefficient k, defined by

dC_I/dt = dC_V/dt = −k C_I C_V,

where C_I and C_V are concentrations. SI units are used in the derivation, and k is in m³/s.

**1. Neutral defects**

Let the defects diffuse independently, with coefficients D_I and D_V, in an isotropic continuum. A pair recombines on first reaching the separation R. Write the density of pairs at separation r as C_I C_V g(r). Far apart the defects are uncorrelated, so g(∞) = 1. At contact every pair is removed, so g(R) = 0.

The separation changes because both partners move. Their random steps are independent, so the mean square displacements add, and the separation diffuses with

D = D_I + D_V.

In the steady state D∇²g = 0. For a spherical function this reads

(1/r²) d(r² dg/dr)/dr = 0.

Hence r² dg/dr is a constant, which I call F. Integrating dg/dr = F/r² inward from infinity gives g = 1 − F/r, and g(R) = 0 requires F = R. Therefore

g = 1 − R/r.

The number of pairs lost per unit volume and time is C_I C_V times the inward flux through a sphere:

k = 4πr² D dg/dr = 4πDR.

The coefficient grows as R, not as the area R², because contact depletes its own surroundings and partners must diffuse in from outside.

"Steady" refers to g, not to the concentrations. These fall slowly while g keeps its shape, which requires the pair distribution to settle much faster than the defects disappear.

**2. Adding a force between the partners**

Let U(r) be the interaction energy, with U(∞) = 0, and let w = U/(k_B T). By the Einstein relation, a force −∇U produces the drift velocity −D∇w. The density ρ of pairs with positions r_I and r_V then obeys

∂ρ/∂t = D_I ∇_I·(∇_I ρ + ρ∇_I w) + D_V ∇_V·(∇_V ρ + ρ∇_V w).

In a homogeneous crystal ρ depends on r = r_I − r_V. Then ∇_I = ∇ and ∇_V = −∇. Each V term contains two such gradients, so its minus signs cancel, and the two contributions add:

∂g/∂t = D∇·(∇g + g∇w).

This is the Debye–Smoluchowski equation. It leaves out any third defect near the pair, and here also any applied field.

In the steady state the inward flux is the same through every sphere:

r²(dg/dr + g dw/dr) = F, k = 4πDF.

Multiply by e^w/r². The left side becomes a total derivative, because d(g e^w)/dr = e^w(dg/dr + g dw/dr):

d(g e^w)/dr = F e^w/r².

Integrate from R to infinity. The left side gives 1 − 0, so

1/F = ∫_R^∞ e^w dr/r².

The length F replaces the contact radius, and I call it R_eff. For w = 0 the integral is 1/R and the neutral result returns. An attraction has w < 0, which reduces the integral and enlarges R_eff.

**3. The Coulomb attraction**

Take fixed charges z_I e and z_V e of opposite sign in a medium of permittivity ε = ε_r ε₀, without screening. Then

w = −r_c/r, r_c = |z_I z_V| e²/(4πε k_B T).

At the separation r_c the Coulomb energy has magnitude k_B T. Substitute x = 1/r, so that dr/r² = −dx. The minus sign is absorbed by reversing the limits:

1/R_eff = ∫_0^{1/R} e^{−r_c x} dx = [1 − e^{−r_c/R}]/r_c.

The steady recombination coefficient is therefore

k = 4πD r_c/[1 − exp(−r_c/R)].

The pair distribution follows by stopping the integration at r instead of infinity:

g e^{−r_c/r} = (R_eff/r_c)[e^{−r_c/r} − e^{−r_c/R}].

Multiplying by e^{r_c/r} and inserting R_eff gives

g(r) = [1 − exp(r_c/r − r_c/R)]/[1 − exp(−r_c/R)].

As a test, the flux equation was integrated numerically outward from contact for r_c/R = −3, −0.5, 0.01, 1, 4 and 10. In each case R_eff agreed with the formula to within a relative 3×10⁻⁵, and g at 1.7R to within 3×10⁻⁵. Negative r_c stands for repulsion, discussed below.

**4. The neutral limit, and two others**

Put u = r_c/R. For small u,

1 − e^{−u} = u(1 − u/2 + u²/6 − …).

The reciprocal of the bracket, to second order, is 1 + (u/2 − u²/6) + (u/2)² = 1 + u/2 + u²/12. Hence

R_eff = R + r_c/2 + r_c²/(12R) + …,

and r_c → 0 recovers k = 4πDR. The first correction is half the Coulomb length. At r_c/R = 0.1 the full formula gives R_eff/R = 1.0508, close to the 1.05 of the first two terms.

For strong attraction, r_c ≫ R, the exponential is negligible and

k → 4πD r_c.

The contact radius has dropped out. The profile shows why: g is close to one except in a thin layer near R. Near contact r_c/r − r_c/R ≈ −r_c(r − R)/R², so the layer has thickness R²/r_c. Outside it a nearly uniform density drifts inward with speed D r_c/r². Through a sphere of area 4πr² this carries 4πD r_c, whatever the radius. For unit charges, with mobilities μ = eD/(k_B T), the same limit is

k → e(μ_I + μ_V)/ε.

Thus, when every contact ends in recombination, attraction does not pile up partners around each defect, as it would in equilibrium, where g = e^{r_c/r}. The sink removes them as fast as the field delivers them. A barrier at contact changes this: for the 0.10 eV barrier of section 8, g(R) rises to about 200, although k falls by only 1.5 %.

For like charges set r_c = −a with a > 0. Then

R_eff = a/[exp(a/R) − 1],

which is smaller than R and falls exponentially when a ≫ R.

**5. How the steady value is reached**

The long-time behaviour depends on the initial pair distribution g₀. Define G(r,s) = s∫_0^∞ e^{−st} g dt. The transformed equation is

D∇·(∇G + G∇w) = s(G − g₀).

Let κ = √(s/D), which is small at long times. Far out, where r is comparable with 1/κ, write G = 1 + δ and g₀ = 1 + δ₀. Since ∇²(1/r) = 0, the drift term reduces to (r_c/r²) dδ/dr, smaller than ∇²δ by about r_c/r. To leading order

∇²δ = κ²(δ − δ₀).

For a random start δ₀ = 0. For a Boltzmann start, g₀ = e^{r_c/r}, so δ₀ ≈ r_c/r. Write both as δ₀ = q/r, with q = 0 or q = r_c. Because ∇²(q/r) = 0, the solution that decays at infinity is

δ = q/r − B e^{−κr}/r.

For κr ≪ 1 this gives

G ≈ 1 + κB + (q − B)/r.

Close in, the term with s is negligible at this order, and G is a constant N times the steady profile. Expanding that profile for r ≫ r_c, with e^{r_c/r} ≈ 1 + r_c/r, gives

g ≈ 1 − (R_eff − r_c)/r,

where R_eff e^{−r_c/R} = R_eff − r_c has been used. Matching the constants gives N = 1 + κB. Matching the 1/r terms to leading order gives B = R_eff − r_c + q.

The flux is multiplied by N, so the Laplace transform of k(t) is k(1/s + B/√(Ds)). Since 1/√s is the transform of 1/√(πt),

k(t) ≈ k[1 + B/√(πDt)],

with B = R_eff − r_c for a random start and B = R_eff for a Boltzmann start. In the neutral limit both become R. These values rely on the unscreened 1/r tail, so they hold only while √(Dt) is small compared with the screening length λ of section 8. At much later times the screened interaction is short-ranged, and B approaches the screened R_eff for both starts.

This was tested by solving the time-dependent equation for r_c = R up to Dt/R² = 10⁵. The coefficient B/R came out as 0.583 for the random start, against 0.582 from the formula, and as 1.585 for the Boltzmann start, against 1.582.

**6. When contact does not ensure recombination**

Suppose a pair at contact reacts with a finite velocity v. The flux must then satisfy DF = R²v g(R), so g(R) = DF/(R²v) is no longer zero. Integrating the equation for g e^w from R to infinity now gives

1 − g(R)e^{−r_c/R} = F/R_eff.

Insert g(R), divide by 4πDF, and define k_a = 4πR²v:

1/k_total = 1/k + exp(−r_c/R)/k_a.

The two terms act as resistances in series. Attraction suppresses the second one, because a pair that fails to react is held near contact and tries again.

**7. Numbers for lightly doped silicon**

Take T = 300 K, ε_r = 11.7, charges −1 and +1, and R = 0.50 nm. Let D_V = 1×10⁻⁹ cm²/s and D_I = 4×10⁻⁹ cm²/s, so D = 5×10⁻⁹ cm²/s. The charges, radius and diffusivities are round model choices.

The Coulomb length is r_c = 4.76 nm, and r_c/R = 9.52. The attraction at contact is 9.52 × 0.02585 eV = 0.246 eV. Since exp(−9.52) = 7.3×10⁻⁵, R_eff equals r_c to the digits that matter:

k = 4π × (5×10⁻⁹ cm²/s) × (4.76×10⁻⁷ cm) = 3.0×10⁻¹⁴ cm³/s = 3.0×10⁻²⁰ m³/s.

Neutral defects with the same R and D would have

k = 4π × (5×10⁻⁹ cm²/s) × (5.0×10⁻⁸ cm) = 3.1×10⁻¹⁵ cm³/s.

The attraction raises the coefficient by a factor of 9.5. This ratio is R_eff/R and does not depend on D. It scales almost as 1/R, however, so it is only as secure as the chosen contact radius, unlike the charged k itself. If one partner is doubly charged, r_c doubles and k becomes 6.0×10⁻¹⁴ cm³/s.

The profile has g = 0.93 at 0.70 nm and 0.99 at 1.00 nm. The contact layer is about R²/r_c = 0.25/4.76 ≈ 0.05 nm thick, less than a hop of 0.235 nm. Its detailed shape therefore has no meaning on a real lattice, although k hardly depends on it.

For equal concentrations C, dC/dt = −kC² integrates to 1/C = 1/C₀ + kt, where C₀ is the initial value. The half-life is 1/(kC₀). With C₀ = 10¹² cm⁻³,

t_half = 1/(3.0×10⁻¹⁴ × 10¹²) s ≈ 33 s.

For the unscreened attraction the settling time r_c²/D is 45 μs, far shorter, so the steady coefficient applies. At that time a random start has already reached k to four decimals, because a uniform density is itself a steady solution of the drift flow outside the contact layer. A Boltzmann start still gives 1.63k; the long-time formula gives 1 + 1/√π ≈ 1.56, so it is not yet accurate there.

**8. What the model leaves out**

Carriers screen the attraction. With Debye length λ, the simplest screened form is w = −(r_c/r)e^{−r/λ}. For r ≪ λ this is −r_c/r + r_c/λ. The constant multiplies the integral for 1/R_eff by e^{r_c/λ}, so k falls by a fraction of about r_c/λ. At 10¹⁴ carriers per cm³, λ = 409 nm and the estimate is 4.76/409 = 1.2 %. The full integral gives 1.1 %. This reduction sets in slowly, over λ²/D ≈ 0.33 s: for a random start k(t) lies above the screened steady value by 1.1 % at 45 μs, 0.5 % at 0.33 s and 0.07 % at 33 s.

Near contact, linear drift fails. The Coulomb energy changes by k_B T in one hop of length b where r_c b/r² = 1, at r = √(4.76 × 0.235) nm = 1.06 nm. If every pair reaching that distance recombined, k would rise by 1.1 %. Doubling R to 1.0 nm raises it by 0.9 %. These are measures of sensitivity, not a lattice calculation.

For a contact barrier E_b = 0.10 eV, take v = (D/b)exp(−E_b/k_B T). The series formula then lowers k by 1.5 %. The contact resistance grows exponentially with the barrier, and so does the loss while it is small. The two resistances become equal when exp(E_b/k_B T) has grown by a further factor of about 1/0.0157 ≈ 64, which needs another 0.11 eV. A barrier near 0.2 eV would thus halve k, and the insensitivity to contact conditions would be lost.

Other vacancies and interstitials are far away: the volume per defect, counting both kinds, corresponds to a sphere of radius 492 nm, about a hundred times r_c. The ionised dopants that supply 10¹⁴ carriers per cm³ are closer, one per sphere of radius 134 nm, about 28 r_c.

The charge states are less secure. A level 0.10 eV on the favourable side of the Fermi level has the wrong occupation in about 2 % of the defects, if degeneracy factors are ignored; a factor of 2 either way makes this 1 % or 4 %. With the level at the Fermi energy the fraction is one half, and a single fixed charge is no longer a fair description.

Real silicon departs from the example in two main ways. First, both defects have several charge states, and their mobilities depend on charge and on carrier injection, so the chosen D could be wrong by orders of magnitude; k scales with it. Whether the charges −1 and +1 coexist depends on the Fermi level. Second, the half-life assumes that there are no other traps, whereas oxygen captures vacancies. If an oxygen atom acts as a neutral trap of the same radius R, its coefficient is 4πD_V R, one fifth of the neutral value above, or 6.3×10⁻¹⁶ cm³/s. An oxygen density of about 5×10¹³ cm⁻³ then removes vacancies as fast as the initial kC₀ = 0.030 s⁻¹. Czochralski silicon contains very roughly 10¹⁸ cm⁻³, which would shorten the vacancy lifetime from tens of seconds to about 2 ms. The dopants compete as well. The 10¹⁴ carriers per cm³ assumed above come from about as many ionised dopants, opposite in charge to one of the two defects. If such an ion captures that defect at the same contact radius, the Coulomb formula applies with the diffusivity of the mobile defect alone. Taking the vacancy as the negative partner, positive donors remove it at 4πD_V r_c × 10¹⁴ cm⁻³ = 0.60 s⁻¹, and negative acceptors remove the interstitial at 2.4 s⁻¹, which is 20 and 80 times kC₀. Only about 5 % or 1 % of the defects would then recombine directly. The half-life of 33 s thus belongs to a crystal without such traps. With them the coefficient k would survive, but it would no longer control the decay.

**9. The same pair at process temperature**

Now set T = 1273 K, holding R, ε_r and the charges fixed. The Coulomb length falls to 1.12 nm, and the unscreened formula gives an enhancement of 2.5 over neutral defects. With a rough total carrier density (electrons plus holes) of 2×10¹⁹ cm⁻³, however, the Debye length is 1.88 nm, comparable with r_c. The screened integral lowers the enhancement to about 1.8, a reduction of 29 % relative to the unscreened value. A total of about 1.5×10¹⁹ cm⁻³, within the range of common estimates for intrinsic silicon at this temperature (about 0.9 to 1.6×10¹⁹ cm⁻³), gives about 1.83 and 27 %; the low end of that range gives 1.93 and 23 %.

Even that figure is an estimate. A Debye sphere holds on average 0.56 carriers at 2×10¹⁹ cm⁻³ and 0.65 at 1.5×10¹⁹ cm⁻³, too few to justify a smooth screening cloud. The quantities held fixed also matter more than at 300 K. Doubling R raises k by 33 % unscreened and by 40 % screened. Taking ε_r = 13 instead of 11.7 lowers the enhancements 2.51 and 1.78 to 2.33 and 1.71. A level 0.10 eV from the Fermi level has the wrong occupation in about 29 % of the defects. The unscreened formula requires r_c ≪ λ. The 300 K example meets this condition, and the process-temperature case does not. The numerical output below lists the values for both.

Computed results

```
EXAMPLE: silicon, charges -1 and +1
temperature                        300 K
relative permittivity              11.7
recombination radius R             0.50 nm
D_V                                1.00e-09 cm2/s
D_I                                4.00e-09 cm2/s
D = D_I + D_V                      5.00e-09 cm2/s
thermal energy kB T                0.02585 eV
Coulomb length rc                  4.761 nm
rc/R                               9.521
exp(-rc/R)                         7.327e-05
Coulomb energy at R                0.2461 eV
effective radius Reff              4.7611 nm
k, charged pair                    2.9915e-14 cm3/s
k, charged pair, SI                2.9915e-20 m3/s
k, neutral pair                    3.1416e-15 cm3/s
k charged / k neutral              9.522
k, drift alone                     2.9912e-14 cm3/s
k, charge product 2                5.9825e-14 cm3/s
g at r = 0.55 nm                   0.5792
g at r = 0.70 nm                   0.9342
g at r = 1.00 nm                   0.9915
g at r = 2.00 nm                   0.9993
density of each defect             1.0e+12 cm-3
half-life                          33.43 s
NEUTRAL LIMIT: Reff/R
rc/R =  0.01                       1.00501
rc/R =  0.10                       1.05083
rc/R =  1.00                       1.58198
rc/R = 10.00                       10.00045
TRANSIENT, rc = R: coefficient of R/sqrt(pi D t)
Boltzmann start: solved, formula   1.585, 1.582
random start: solved, formula      0.583, 0.582
NEGLECTED EFFECTS, 300 K example
time rc^2/D                        45.3 us
k(t)/k then, random start          1.0000
k(t)/k then, Boltzmann start       1.6276
carrier density                    1.0e+14 cm-3
Debye length                       408.8 nm
change of k by screening           -1.13 %
radius of volume per defect        492 nm
hop length, contact barrier        0.235 nm, 0.10 eV
change of k by contact barrier     -1.54 %
radius where linear drift fails    1.058 nm
change of k, absorbed there        1.11 %
change of k if R is doubled        0.86 %
wrong charge, level 0.1 eV off EF   2.05 %
PROCESS TEMPERATURE                1273 K
carrier density, rough             2.0e+19 cm-3
Coulomb length, Debye length       1.122 nm, 1.883 nm
carriers in a Debye sphere         0.56
k/k neutral, unscreened            2.510
k/k neutral, screened              1.776
```
